# Deposition in Deep Holes and the Halved Activation Energy, part 1

(Sections cited here and not found follow in the second part.)

## Diffusion and reaction in a deep hole

Between 900 and 1000 K, a model silicon film growing from silane on a flat surface has an apparent activation energy of 1.66 eV. The silicon collected by a pore 1 µm wide and 300 µm deep, held at the same silane pressure and lined by the same surface reaction, has an apparent activation energy of 0.80 eV. The chemistry on the pore wall is the chemistry on the flat surface, so the missing half has to come from transport.

Consider a straight cylindrical hole of radius $R$, diameter $d=2R$ and depth $L$. The coordinate $x$ runs from the mouth, $x=0$, to the closed bottom, $x=L$. The precursor concentration $C(x)$ is taken as uniform across each cross-section. Molecules diffuse along the axis with diffusivity $D$, and every unit area of wall or bottom consumes them at the rate $kC$. The reaction velocity $k$ has the dimension of length per time. The hole is isothermal, its shape is fixed during the time considered, and the concentration has reached a steady state. The gas outside holds the mouth at $C(0)=C_0$.

Let $J=-D\,dC/dx$ be the flux per unit cross-section, positive towards the bottom. A slice between $x$ and $x+dx$ has cross-section $\pi R^2$ and wall area $2\pi R\,dx$. In the steady state, what enters the slice and does not leave it is deposited on its wall:

$$
\pi R^2\,[J(x)-J(x+dx)]=2\pi R\,dx\,kC .
$$

Dividing by $\pi R^2dx$ gives $-dJ/dx=2kC/R$. Since $-dJ/dx=D\,C''$ for a diffusivity that is uniform along the hole,

$$
D\,C''=\frac{2k}{R}\,C,\qquad C(0)=C_0,\qquad -D\,C'(L)=k\,C(L).
$$

The last condition says that the flux arriving at the bottom is consumed there. Define

$$
q=\sqrt{\frac{2k}{RD}},\qquad \phi=qL,\qquad h=\frac{k}{Dq}=\sqrt{\frac{kR}{2D}} .
$$

The Thiele modulus $\phi$ is the depth of the hole measured in units of the length $\ell=1/q$. The second number has a geometric meaning as well. From $q^2=2k/(RD)$ it follows that $k/D=Rq^2/2$, and hence $h=Rq/2=R/(2\ell)$. A small $h$ means that the concentration changes over a length much greater than the radius, which is what a one-dimensional description needs.

The equation is now $C''=q^2C$. Its general solution can be written with hyperbolic functions of the distance from the bottom:

$$
C=A\cosh[q(L-x)]+B\sinh[q(L-x)].
$$

At $x=L$ this gives $C=A$ and $C'=-qB$. The bottom condition becomes $DqB=kA$, so $B=hA$. The mouth condition then fixes $A=C_0/(\cosh\phi+h\sinh\phi)$, and

$$
C(x)=C_0\,\frac{\cosh[q(L-x)]+h\sinh[q(L-x)]}{\cosh\phi+h\sinh\phi}.
$$

The total deposition rate $N$, counted in molecules per hole and time, is the sum over wall and bottom. Integrating the slice balance from mouth to bottom shows that the wall takes $\pi R^2[J(0)-J(L)]$. The bottom takes $\pi R^2J(L)$. The sum is $N=\pi R^2J(0)$, so one derivative at the mouth is sufficient:

$$
N=\pi R^2C_0\,G,\qquad 
G=Dq\,\frac{\sinh\phi+h\cosh\phi}{\cosh\phi+h\sinh\phi}
=\frac{D\phi}{L}\,\frac{\tanh\phi+h}{1+h\tanh\phi}.
$$

The velocity $G$ is the reaction velocity that a flat patch covering the mouth would need in order to consume as much as the hole does.

For a shallow hole both $\phi$ and $h$ are small, and $G\simeq (D/L)(\phi^2+\phi h)$. Here $D\phi^2/L=2kL/R$ and $D\phi h/L=Dqh=k$. Thus $G\simeq k(1+2L/R)$, which is $k$ times the total inner area divided by the mouth area. The gas reaches every part of the surface at nearly full concentration, and deposition is proportional to $k$.

For a deep hole, $\tanh\phi$ tends to one. The fraction in $G$ differs from one by

$$
\frac{\tanh\phi+h}{1+h\tanh\phi}-1=-\frac{(1-\tanh\phi)(1-h)}{1+h\tanh\phi},
$$

and $1-\tanh\phi\simeq2e^{-2\phi}$, so the difference vanishes exponentially. What remains is $G=Dq$, or

$$
N=\pi R^2C_0\sqrt{\frac{2kD}{R}} .
$$

This is the square-root law. The depth of the hole has dropped out, and the same result can be read as an area times a rate:

$$
N=2\pi R\,\ell\;kC_0,\qquad \ell=\sqrt{\frac{RD}{2k}} .
$$

The hole deposits as much as a wall of length $\ell$ exposed to the full mouth concentration. If the reaction becomes four times faster, each exposed area works four times faster, but the gas is used up over half the length. The total doubles.

The pore of the opening has $R=0.5$ µm and $L=300$ µm. At 950 K and a silane pressure of 0.1 Torr, the mouth concentration is $C_0=p/k_BT=1.016\times10^{15}$ cm$^{-3}$. The reaction velocity is $k=1.978$ cm/s and the diffusivity is $D=2.638$ cm$^2$/s; both are obtained from molecular motion in the second half. With $R=5\times10^{-5}$ cm,

$$
G\simeq\sqrt{\frac{2(1.978)(2.638)}{5\times10^{-5}}}\ \text{cm/s}=457\ \text{cm/s}.
$$

The Thiele modulus is $\phi=5.20$, the active length is $\ell=57.7$ µm, and $h=0.0043$. The full expression and the deep limit for $G$ differ by less than one part in ten thousand. Quadrupling $k$ at fixed $D$ multiplies the total by 2.000. Cutting the pore to half its depth lowers the total by only 1.1 %. The removed part had collected a fraction $\sinh(\phi/2)/\sinh\phi\simeq0.074$ of the silicon, but most of the molecules that would have gone there are now deposited in the part that remains. The growth rate at the bottom is 1.1 % of that at the mouth. On a flat surface, with about $5.0\times10^{22}$ silicon atoms per cm$^3$ of film and one atom from each silane molecule, the film grows at

$$
\frac{kC_0}{5.0\times10^{22}\ \text{cm}^{-3}}=4.0\times10^{-8}\ \text{cm/s}=24\ \text{nm/min}.
$$

The pore as a whole collects $\pi R^2C_0G=3.6\times10^{9}$ atoms per second. This is $G/k=231$ times what a flat patch of the size of its mouth would collect.

An activation energy measures a logarithmic slope, so the next quantity needed is the response of $\ln G$ to $\ln k$ at fixed $D$, $R$ and $L$. Call it $w=\partial\ln G/\partial\ln k$. For $h<1$ set $h=\tanh a$. The addition rule for the hyperbolic tangent turns the fraction in $G$ into $\tanh(\phi+a)$, and

$$
\ln G=\ln\frac{D}{L}+\ln\phi+\ln\tanh(\phi+a).
$$

Both $\phi$ and $h$ are proportional to $\sqrt k$. Therefore $\partial\phi/\partial\ln k=\phi/2$ and $\partial h/\partial\ln k=h/2$. Because $da/dh=1/(1-h^2)$, also $\partial a/\partial\ln k=h/[2(1-h^2)]$. The derivative of $\ln\tanh y$ is $1/(\sinh y\cosh y)=2/\sinh2y$. Collecting the terms,

$$
w=\frac12+\frac{\phi+h/(1-h^2)}{\sinh[2(\phi+a)]},\qquad a=\operatorname{artanh}h .
$$

For small $\phi$ and $h$ the second term tends to $(\phi+h)/[2(\phi+h)]=1/2$, and $w=1$, as the shallow limit requires. For large $\phi$ it vanishes and $w=1/2$.

The response to $D$ needs no second calculation. If $k$ and $D$ are both multiplied by a factor $\alpha$, their ratio is unchanged. Then $\phi$ and $h$ are unchanged, and $G$ is multiplied by $\alpha$ through its prefactor. Differentiating $G(\alpha k,\alpha D)=\alpha G(k,D)$ with respect to $\alpha$ at $\alpha=1$ gives

$$
k\frac{\partial G}{\partial k}+D\frac{\partial G}{\partial D}=G,
\qquad\text{so}\qquad \frac{\partial\ln G}{\partial\ln D}=1-w .
$$

Now let the temperature change. For any positive quantity $X$ define its apparent activation energy as

$$
E_X=-\frac{d\ln X}{d(1/k_BT)} .
$$

A factor $e^{-E/k_BT}$ contributes $E$. A power $T^m$ contributes $mk_BT$, because $d(1/k_BT)=-dT/(k_BT^2)$. Energies of factors add. With the dimensions of the hole fixed, the total $N=\pi R^2C_0G$ has the energy

$$
E_\text{hole}=E_C+wE_k+(1-w)E_D,
$$

where $E_C$ belongs to $C_0$. The flat surface deposits $kC_0$ per area, so that $E_\text{flat}=E_C+E_k$. In the deep limit $w=1/2$, and subtracting half of $E_\text{flat}$ leaves

$$
E_\text{hole}=\frac{E_\text{flat}}2+\frac{E_D+E_C}2 .
$$

The apparent energy is thus half the surface value when $|E_D+E_C|$ is small compared with $E_\text{flat}$. Weak variation of the diffusivity alone does not guarantee this, because the mouth concentration enters the total with its full power and not with its square root. If $C_0$ itself is produced by an activated process upstream, half of that energy remains as a correction.

In the example the partial pressure at the mouth is held fixed. Then $C_0\propto1/T$ and $E_C=-k_BT$. The diffusivity is proportional to the mean molecular speed, hence to $T^{1/2}$, and $E_D=k_BT/2$. The correction is

$$
\frac{E_D+E_C}2=\frac{k_BT/2-k_BT}2=-\frac{k_BT}4 ,
$$

which is $-0.020$ eV at 950 K. The reaction velocity is the product of a sticking probability with an energy of 1.7 eV and the mean speed, so $E_k=1.7\ \text{eV}+k_BT/2$. With $k_BT=0.082$ eV this gives $E_\text{flat}=1.7\ \text{eV}-k_BT/2=1.659$ eV. The deep-limit value for the hole is $0.8295-0.0205=0.809$ eV. If the concentration were held fixed instead of the pressure, $E_C$ would vanish and the correction would be $+k_BT/4$.

The same pore at the same pressure moves through the crossover to the deep limit as the temperature rises:

| $T$ (K) | $\phi$ | $w$ | $E_\text{flat}$ (eV) | $E_\text{hole}$ (eV) |
|---|---|---|---|---|
| 800 | 0.74 | 0.855 | 1.666 | 1.418 |
| 850 | 1.53 | 0.643 | 1.663 | 1.057 |
| 900 | 2.92 | 0.517 | 1.661 | 0.840 |
| 950 | 5.20 | 0.500 | 1.659 | 0.810 |
| 1000 | 8.73 | 0.500 | 1.657 | 0.807 |

An Arrhenius plot of the total therefore bends, although the surface reaction has a single activation energy throughout. The bend marks the temperature range in which $\ell$ becomes shorter than the hole.

The halved energy belongs to the total and not to the thickness at a chosen depth. In a deep hole, away from the bottom, $C=C_0e^{-qx}$ and the local rate is $kC_0e^{-qx}$. Since $q\propto\sqrt{k/D}$, the energy of $q$ is $(E_k-E_D)/2$, and the energy of the local rate is

$$
E(x)=E_\text{flat}-\frac{x}{\ell}\,\frac{E_k-E_D}2 .
$$

At the mouth this is the full surface value. It falls linearly with depth, and in the example, where $E_k-E_D=1.7$ eV, it passes through zero at $x=(1.659/0.85)\,\ell\simeq1.95\,\ell$, or about 113 µm in the deep limit. The finite depth of this pore moves the point to 112 µm, and the molecular flights treated in the second half move it to about 111 µm. Below that depth, heating at fixed pressure slows the growth: the faster reaction above intercepts more silane than the faster reaction below can make up for. The total averages $E(x)$ with the weight $e^{-x/\ell}/\ell$, for which the mean of $x/\ell$ is one. The average is $E_\text{flat}-(E_k-E_D)/2=E_C+(E_k+E_D)/2$, the deep-limit energy of the hole.

## Molecular flights and the limits of the square-root law

The hole has radius $R=d/2$ and depth $L$, its mouth concentration is $C_0$, and its surface consumes precursor at the rate $kC$ per area. With diffusivity $D$, the Thiele modulus is $\phi=L\sqrt{2k/(RD)}$, the active length is $\ell=L/\phi$, and $h=R/(2\ell)$. For $\phi\gg1$ the total deposition is $N=\pi R^2C_0G$ with $G=\sqrt{2kD/R}$. Its apparent activation energy is $E_\text{hole}=E_\text{flat}/2+(E_D+E_C)/2$, where $E_C$ and $E_D$ are the energies of $C_0$ and $D$. The values of $k$ and $D$, and the range in which diffusion is a fair description, follow from the flights of single molecules.

In the example the mean free path in the gas is about 1.1 mm, estimated with a rough molecular diameter of 0.45 nm. This is a thousand times the pore diameter, so molecules fly from wall to wall, and only about one flight in a thousand is interrupted by another molecule. Assume that a molecule which does not react leaves the wall diffusely, with a probability per solid angle equal to the cosine of the angle to the surface normal, divided by $\pi$. It keeps no memory of its earlier direction.

Let the direction of flight have the component $n$ along the inward normal, $t$ along the circumference and $z$ along the axis. After a path $\lambda$, the squared distance from the axis is $(R-n\lambda)^2+(t\lambda)^2$. Setting this equal to $R^2$ and discarding $\lambda=0$ gives $\lambda=2Rn/(n^2+t^2)$. As $n^2+t^2=1-z^2$, the axial displacement is

$$
X=\lambda z=d\,\frac{nz}{1-z^2}.
$$

Take polar angles about the cylinder axis, $z=\cos\theta$ and $n=\sin\theta\cos\psi$, with $-\pi/2<\psi<\pi/2$. Then $X=d\cot\theta\cos\psi$. The probability element is $n\sin\theta\,d\theta\,d\psi/\pi=\sin^2\theta\cos\psi\,d\theta\,d\psi/\pi$. The factor $\sin^2\theta$ cancels the denominator of $\cot^2\theta$, and the mean square displacement is

$$
\langle X^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\theta\,d\theta\int_{-\pi/2}^{\pi/2}\cos^3\psi\,d\psi
=\frac{d^2}{\pi}\cdot\frac{\pi}{2}\cdot\frac43=\frac{2d^2}3 .
$$

A gas of concentration $C$ and mean speed $\bar v$ strikes each unit of surface at the rate $C\bar v/4$. The wall area per volume is $2\pi R/(\pi R^2)=4/d$. Each molecule therefore strikes the wall $\bar v/d$ times per unit time. The displacements are independent and symmetric, so their mean squares add, and the sum over a time $\tau$ equals $2D\tau$. This gives

$$
D=\frac12\,\frac{\bar v}{d}\,\frac{2d^2}{3}=\frac{d\,\bar v}{3}.
$$

In a deep hole with a first-order wall reaction, the total deposition follows a square-root law, its apparent activation energy is half the surface value plus $(E_D+E_C)/2$, and molecular flights give $D=d\,\bar v/3$. It remains to obtain $k$ from the sticking probability, to find where the diffusion description fails, and to examine effects such as surface saturation, pore narrowing and gas depletion.
